\section*{Long-wavelength bulk plasmon energy of heavily doped n-type silicon}

\section*{Problem}

A bulk crystal of n-type silicon at 300 K contains $n=10^{19}\ \mathrm{cm^{-3}}$ mobile electrons. Its relative permittivity without these electrons is $\varepsilon_r=11.7$, and the conductivity mass is $m_c=0.26\,m_e$.

\begin{enumerate}
\item[(a)] Derive the frequency of a collective oscillation of the electrons at very long wavelength, and calculate the plasmon energy in meV.
\item[(b)] The conduction band has six equivalent valleys, with longitudinal mass $m_l=0.916\,m_e$ and transverse mass $m_t=0.19\,m_e$. Show why the conductivity mass belongs in the formula, and what happens if the valleys are unequally filled.
\item[(c)] How long must the wavelength be for the result of (a) to hold within 1 percent, for a wave along $[100]$?
\item[(d)] The mobility is roughly $\mu=100\ \mathrm{cm^2/Vs}$. How strongly do collisions damp the oscillation, and where does the energy-loss peak lie?
\item[(e)] Estimate the change caused by band nonparabolicity, with $\alpha\approx0.5\ \mathrm{eV^{-1}}$, and by the frequency dependence of $\varepsilon_r$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The plasmon energy}

SI formulas are used, with $e>0$, so that an electron has charge $-e$. The ionized donors form a fixed uniform background. Collisions are left out until part (d), and the bands are parabolic until part (e).

Take a wide slab and displace all its electrons by $u$ along the normal. The polarization of the mobile charge is
\begin{equation}
P=-neu .
\end{equation}
The bound electrons of the crystal are contained in $\varepsilon_r$, so the displacement field is $D=\varepsilon_0\varepsilon_rE+P$. There is no external charge, hence $D=0$ outside the slab. The normal component of $D$ is continuous, so $D=0$ inside as well, and
\begin{equation}
E=-\frac{P}{\varepsilon_0\varepsilon_r}=\frac{neu}{\varepsilon_0\varepsilon_r}.
\end{equation}
The force on an electron is $-eE$, opposite to the displacement. Newton's law gives
\begin{equation}
m_c\ddot u=-\frac{ne^2}{\varepsilon_0\varepsilon_r}u ,
\qquad
\omega_p^2=\frac{ne^2}{\varepsilon_0\varepsilon_rm_c}.
\label{eq:wp}
\end{equation}
This is a harmonic oscillator. Its energy levels are spaced by $\hbar\omega_p$, and one such quantum is a plasmon.

With $n=10^{25}\ \mathrm{m^{-3}}$,
\begin{align}
\omega_p^2&=\frac{10^{25}\,(1.602\times10^{-19})^2}
{(8.854\times10^{-12})(11.7)(0.26)(9.109\times10^{-31})}\ \mathrm{s^{-2}}\nonumber\\
&=1.046\times10^{28}\ \mathrm{s^{-2}},
\end{align}
so $\omega_p=1.023\times10^{14}$ rad/s and
\begin{equation}
\boxed{\hbar\omega_p=67.3\ \mathrm{meV}\approx67\ \mathrm{meV}.}
\end{equation}
The period is 61.4 fs. Light of the same frequency has a free-space wavelength of 18.4 $\mu$m, in the infrared.

The factors can be read separately. Free electrons of this density in vacuum would give 117.4 meV. The crystal divides this by $\sqrt{11.7\times0.26}=1.744$: the permittivity weakens the restoring field, while the small mass partly compensates. Leaving out $\varepsilon_r$ would give 230.3 meV, and using the free-electron mass would give 34.3 meV. Since $\omega_p\propto\sqrt n$ at fixed mass and permittivity, a density of $10^{18}\ \mathrm{cm^{-3}}$ gives 21.3 meV.

\subsection*{(b) Why the conductivity mass}

Electrons in different valleys feel the same field but accelerate differently. Let the field point along a unit vector $\mathbf s$, and let valley pair $j=1,2,3$ have its long axis along the $j$th cube axis, density $n_j$, mass tensor $M_j$ and displacement $\mathbf u_j$. Repeating the argument of part (a),
\begin{equation}
\ddot{\mathbf u}_j=-eE\,M_j^{-1}\mathbf s,\qquad
E=\frac{e}{\varepsilon_0\varepsilon_r}S,\qquad
S=\sum_jn_j\,\mathbf s\cdot\mathbf u_j .
\end{equation}
Multiply the first equation by $n_j\mathbf s$ and sum over $j$:
\begin{equation}
\ddot S=-\omega^2S,\qquad
\omega^2=\frac{e^2}{\varepsilon_0\varepsilon_r}
\sum_jn_j\,\mathbf s\cdot M_j^{-1}\mathbf s .
\label{eq:valley}
\end{equation}
For each pair,
\begin{equation}
\mathbf s\cdot M_j^{-1}\mathbf s=\frac{s_j^2}{m_l}+\frac{1-s_j^2}{m_t}.
\end{equation}
With equal filling, $n_j=n/3$. Because $\sum_js_j^2=1$ and $\sum_j(1-s_j^2)=2$, the direction drops out:
\begin{equation}
\omega^2=\frac{ne^2}{\varepsilon_0\varepsilon_r}\,\frac1{m_c},\qquad
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).
\end{equation}
The given masses yield
\begin{equation}
\frac{m_e}{m_c}=\frac{1.092+10.526}{3}=3.873,\qquad m_c=0.2582\,m_e .
\end{equation}
The corresponding plasmon energy is 67.6 meV; the difference from part (a) comes from rounding the mass to 0.26. The geometric mean $(m_lm_t^2)^{1/3}=0.321\,m_e$, which counts states in one valley, would give 60.6 meV. It does not describe the acceleration.

If all electrons were moved into the two $[001]$ valleys at the same total density, equation (\ref{eq:valley}) would contain $m_l$ for a wave along $[001]$ and $m_t$ for one along $[100]$. The energies would be 35.9 and 78.8 meV. The isotropic result therefore rests on equal filling, which a strain that splits the valley energies removes.

\subsection*{(c) How long is a long wavelength?}

At finite wavevector $q$ the thermal motion matters. Consider first a group of electrons with density $n_g$, mass $m$ and velocity $v$ along $q$. Let its small disturbances $\delta v$ and $\delta n$, and the field $E$, vary as $e^{i(qx-\omega t)}$. Newton's law and charge conservation read
\begin{align}
-i(\omega-qv)\,\delta v&=-\frac{eE}{m},\\
-i(\omega-qv)\,\delta n+iqn_g\,\delta v&=0 .
\end{align}
Solving the first for $\delta v$ and inserting it in the second gives
\begin{equation}
\delta n=\frac{qn_g\,\delta v}{\omega-qv}
=-\frac{ieqn_gE}{m(\omega-qv)^2}.
\end{equation}
Gauss's law, $iq\varepsilon_0\varepsilon_rE=-e\sum\delta n$, then becomes
\begin{equation}
1=\sum_{\rm groups}\frac{e^2n_g}{\varepsilon_0\varepsilon_rm}\,
\frac1{(\omega-qv)^2}.
\label{eq:groups}
\end{equation}
For $qv\ll\omega$,
\begin{equation}
\frac1{(\omega-qv)^2}=\frac1{\omega^2}
\left(1+\frac{2qv}{\omega}+\frac{3q^2v^2}{\omega^2}+\dots\right).
\end{equation}
The linear term averages to zero. Multiplying (\ref{eq:groups}) by $\omega^2$, and replacing $\omega$ by $\omega_p$ in the small correction, gives
\begin{equation}
\omega^2\simeq\omega_p^2+\frac{3q^2}{\omega_p^2}
\sum_j\omega_j^2\langle v^2\rangle_j,\qquad
\omega_j^2=\frac{n_je^2}{\varepsilon_0\varepsilon_rm_j},
\label{eq:disp}
\end{equation}
where $m_j$ is the mass of valley pair $j$ along $q$. At $q=0$ the velocity distribution has dropped out of this mean-field result. The zero of the random-phase dielectric function, which also includes quantum recoil, agrees: for $q\to0$ it lies at 67.56 meV at both 30 K and 300 K, with density and masses held fixed.

For a hand estimate take the classical value $\langle v^2\rangle_j=k_BT/m_j$. Along $[100]$, one third of the electrons have mass $m_l$ and two thirds have $m_t$. Dividing (\ref{eq:disp}) by $\omega_p^2$,
\begin{equation}
\frac{\omega^2}{\omega_p^2}-1=Cq^2,\qquad
C=\frac{3k_BT}{\omega_p^2}\,
\frac{\frac13m_l^{-2}+\frac23m_t^{-2}}{\frac13m_l^{-1}+\frac23m_t^{-1}} .
\end{equation}
The last fraction is $(18.86/3.873)/m_e=4.87/m_e$. With $k_BT=25.85$ meV and the 67.56 meV plasmon, $C=6.3\ \mathrm{nm^2}$. A rise of 1 percent in $\omega$ means $Cq^2=1.01^2-1=0.0201$, so $q=0.056\ \mathrm{nm^{-1}}$.

The chemical potential lies 22.7 meV below the band edge, less than $k_BT$, so the electrons are not fully classical. Fermi statistics raises $\langle v^2\rangle$ and changes the answer to
\begin{equation}
q=0.0547\ \mathrm{nm^{-1}},\qquad \lambda=\frac{2\pi}{q}=115\ \mathrm{nm}.
\end{equation}
The rise is counted from the $q\to0$ value for these valley masses, 67.56 meV. The random-phase calculation at this $q$ gives a rise of 1.02 percent, which supports the expansion there; it reaches exactly 1 percent at 116 nm. Longer waves along $[100]$ have a smaller shift. Both calculations are collisionless and mean-field, and neither condition is well met here. The Coulomb energy at the Wigner-Seitz radius $(3/4\pi n)^{1/3}=2.9$ nm is about $1.65\,k_BT$. Correlation adds roughly $\frac{4}{15}uq^2/m_c$ to $\omega^2$, where $u<0$ is the interaction energy per electron. The value for a classical one-component plasma, $u\approx-1.05\,k_BT$, shortens the wavelength to about 111 nm; a quantum estimate, $u\approx-0.87\,k_BT$, differs from this by less than 1 nm. Including the collisions of part (d) in a relaxation-time model that conserves particle number gives about 113 nm for the damped oscillation and 102 to 104 nm for the loss peak, depending on whether the number is conserved in total or in each valley. The answer is best read as a wavelength longer than roughly 100 to 120 nm. This bounds only the rise with $q$. Correlation also acts at $q=0$, because valleys with different masses along $q$ move relative to each other. With $g(0)$ the pair distribution at contact, the ratio of the third to the first frequency moment of the loss function becomes $\omega_p^2\left[1+\frac13\left(1-g(0)\right)\left(4.87/3.873-1\right)\right]$, which corresponds to a frequency 3 to 4 percent above $\omega_p$ for $g(0)$ between about 0.2 and 0. How much of this appears as a shift of the peak and how much as broadening is not determined here.

\subsection*{(d) Collisions}

Let collisions remove momentum at the rate $\gamma=1/\tau$. In a steady field the drift speed is $e\tau E/m_c$, so $\mu=e\tau/m_c$ and
\begin{equation}
\tau=\frac{\mu m_c}{e}=14.8\ \mathrm{fs},\qquad
\hbar\gamma=44.5\ \mathrm{meV},\qquad \omega_p\tau=1.51 .
\end{equation}
The free oscillation now obeys $\ddot u+\gamma\dot u+\omega_p^2u=0$. Inserting $u\propto e^{-i\omega t}$ gives
\begin{equation}
\omega^2+i\gamma\omega-\omega_p^2=0,\qquad
\omega=\sqrt{\omega_p^2-\frac{\gamma^2}{4}}-\frac{i\gamma}{2}.
\end{equation}
The oscillation energy is therefore $\sqrt{67.3^2-44.5^2/4}=63.5$ meV. In one period the amplitude falls by the factor $\exp(-\pi\times44.5/63.5)\approx0.11$: the plasmon barely completes one swing.

The energy-loss peak follows from the response to a driving field. Here $m_c(\ddot u+\gamma\dot u)=-eE$ gives $u=eE/[m_c(\omega^2+i\gamma\omega)]$, and with $P=-neu$
\begin{equation}
\varepsilon(\omega)=\varepsilon_r\left[1-\frac{\omega_p^2}{\omega^2+i\gamma\omega}\right].
\end{equation}
Inverting and taking the imaginary part,
\begin{equation}
\operatorname{Im}\!\left(-\frac1\varepsilon\right)=\frac1{\varepsilon_r}\,
\frac{\omega_p^2\gamma\omega}{(\omega^2-\omega_p^2)^2+\gamma^2\omega^2}.
\end{equation}
Set the derivative with respect to $\omega$ to zero and write $y=\omega^2$:
\begin{align}
(y-\omega_p^2)^2+\gamma^2y&=4y(y-\omega_p^2)+2\gamma^2y,\\
3y^2-(2\omega_p^2-\gamma^2)y-\omega_p^4&=0 .
\end{align}
The positive root is
\begin{equation}
y=\frac{2\omega_p^2-\gamma^2+\sqrt{(2\omega_p^2-\gamma^2)^2+12\omega_p^4}}6 ,
\end{equation}
which puts the peak at 63.7 meV. The real part of $\varepsilon$ is proportional to $1-\omega_p^2/(\omega^2+\gamma^2)$ and vanishes at $\hbar\sqrt{\omega_p^2-\gamma^2}=50.5$ meV. For $\gamma\to0$ all three energies return to $\hbar\omega_p$. Here they differ, so a quoted plasmon energy must say which one is meant. These values assume one $\tau$ for all electrons. If $\tau$ depends on energy while the mobility stays the same, the loss peak moves down, to about 62 meV for $\tau\propto\mathcal E^{\pm1/2}$ and to about 54 meV for $\tau\propto\mathcal E^{3/2}$, while its full width stays near 45 meV.

\subsection*{(e) Band shape and permittivity}

Let $\mathcal E(1+\alpha\mathcal E)=\hbar^2k^2/2m$ and $s=1+2\alpha\mathcal E$. Differentiation gives
\begin{equation}
\frac{d\mathcal E}{dk}=\frac{\hbar^2k}{ms},\qquad
\frac{d^2\mathcal E}{dk^2}=\frac{\hbar^2}{ms^3}.
\end{equation}
The second result uses $s^2=1+2\alpha\hbar^2k^2/m$, hence $k\,ds/dk=(s^2-1)/s$. The inverse mass is the band curvature divided by $\hbar^2$. Along $\mathbf k$ the curvature is $d^2\mathcal E/dk^2$; in each of the two directions across $\mathbf k$ it is $(d\mathcal E/dk)/k=\hbar^2/(ms)$. Averaged over the three directions the inverse mass is $(s^{-3}+2s^{-1})/(3m)$. Ellipsoidal valleys acquire the same factor after each wavevector component is rescaled by the square root of its mass. Averaging over the occupied states at 300 K and fixed $n$ multiplies $n/m_c$ by 0.936. The undamped energy becomes $67.3\sqrt{0.936}=65.1$ meV, a change of $-3.2$ percent, if 0.26 is taken as the band-edge mass.

For $\varepsilon_r$, represent the bound electrons by one resonance at roughly 4 eV:
\begin{equation}
\varepsilon_r(\omega)=1+\frac{\varepsilon_r-1}{1-(\omega/\omega_0)^2}.
\end{equation}
Since $(0.0673/4)^2=2.8\times10^{-4}$, the plasmon energy changes by only $-0.013$ percent.

\subsection*{Reading the result for a real sample}

The masses and permittivity are rough typical values for silicon, and the mobility is of the order expected at this doping. In a real crystal $n$ must be the mobile electron density, which can be smaller than the donor density. For long waves in an unstrained crystal and $\mu=100\ \mathrm{cm^2/Vs}$, collisions are the largest of the effects estimated here: they lower the oscillation energy by about 6 percent and give it a width $\hbar\gamma$ of about two thirds of $\hbar\omega_p$. The shift falls roughly as $1/\mu^2$: it is about 4 percent at $115\ \mathrm{cm^2/Vs}$ and drops below the nonparabolic shift above about $130\ \mathrm{cm^2/Vs}$. That width is itself an estimate, because the steady-field scattering time need not apply at the plasmon frequency. The value 67 meV is thus the undamped plasma energy of the bulk model, not the position of a sharp line. It should not be carried over to a channel a few nanometres thick, where the electrons are confined across the layer; the bulk model leaves this confinement out. The main computed values are collected in the numerical output below; the estimates for correlation, for collisions at finite $q$, for an energy-dependent $\tau$ and for other mobilities are not listed there.

\section*{Computed values}
\begin{verbatim}
electron density                       1.0e+19 cm^-3
conductivity mass, given               0.26 m_e
relative permittivity                  11.7
n e^2/(eps0 eps_r m_c)                 1.0462e+28 s^-2
angular plasma frequency               1.0228e+14 rad/s
vacuum free-electron plasmon energy    117.4 meV
reduction factor sqrt(eps_r m_c/m_e)   1.744
PLASMON ENERGY                         67.33 meV
same, from charged-sheet simulation    67.33 meV
plasma frequency w_p/2pi               16.28 THz
oscillation period                     61.4 fs
free-space wavelength                  18.4 um
energy at 1e18 cm^-3                   21.3 meV
wrong: eps_r left out                  230.3 meV
wrong: free-electron mass              34.3 meV
one-valley density-of-states mass      0.321 m_e
wrong: that mass used                  60.6 meV
longitudinal valley mass               0.916 m_e
transverse valley mass                 0.190 m_e
conductivity mass from these           0.2582 m_e
plasmon energy from these              67.56 meV
only [001] valleys filled, q on [001]  35.9 meV
only [001] valleys filled, q on [100]  78.8 meV
random-phase energy, q->0, 300 K       67.56 meV
random-phase energy, q->0, 30 K        67.56 meV
thermal energy kT at 300 K             25.85 meV
chemical potential from band edge      -22.7 meV
q for predicted 1 percent rise, [100]  0.0547 nm^-1
corresponding plasmon wavelength       115 nm
random-phase rise at that q            1.02 percent
mobility, rough                        100 cm2/Vs
scattering time                        14.8 fs
damping energy hbar/tau                44.5 meV
w_p tau                                1.51
real part of damped plasmon energy     63.5 meV
peak of Im(-1/eps)                     63.7 meV
zero of Re eps with damping            50.5 meV
nonparabolicity, rough                 0.5 1/eV
factor on n/m_c from nonparabolicity   0.9361
plasmon energy with nonparabolicity    65.1 meV
shift from nonparabolicity             -3.2 percent
interband resonance, rough             4.0 eV
shift from frequency-dependent eps_r   -0.013 percent
\end{verbatim}
